# The Biersack-Haggmark Correction Length for Repulsive Coulomb Scattering

Q: Some Monte Carlo ion transport codes take the scattering angle from a triangle instead of an orbit integral, and the triangle contains a "correction length". It looks like a fudge factor. How can one prove anything about it?

A: By giving it a definition that holds for any repulsive central potential, and then evaluating that definition for one potential. Take two particles of masses \(M_1\) and \(M_2\), scattering classically, elastically and non-relativistically. In the centre-of-mass (CM) frame the total kinetic energy long before the collision is \(E_c\). The two incoming straight lines (the asymptotes) are parallel, and their separation is the impact parameter \(p\). Let \(r_0\) be the closest approach, \(\theta\) the CM scattering angle, and \(\rho=\rho_1+\rho_2\) the sum of the radii of curvature of the two paths at closest approach. The correction length \(\delta\) is defined by

\[
\cos\frac{\theta}{2}=\frac{p+\rho+\delta}{r_0+\rho}. \tag{1}
\]

Dividing every length by a screening length \(a\) would leave (1) unchanged; here all of them remain lengths.

Q: Then \(\delta\) is whatever makes (1) true. Does it mean anything by itself?

A: It is a distance that can be drawn. Let \(\mathbf r=\mathbf r_1-\mathbf r_2\). In the CM frame

\[
\mathbf r_1=\frac{M_2}{M_1+M_2}\,\mathbf r,\qquad
\mathbf r_2=-\frac{M_1}{M_1+M_2}\,\mathbf r ,
\]

so both paths are scaled copies of the relative orbit \(\mathbf r(t)\), the second one inverted. Every length of the relative orbit is shared out in the proportions \(M_2:M_1\), and the two shares add up to the whole. It is therefore enough to study the relative orbit, with one curvature radius \(\rho\) and a fixed force centre at the origin.

Let the relative motion come in along \(+x\) on the line \(y=p\) and be deflected upwards by \(\theta\). In a central potential the radial equation contains only \(\dot r^2\), so the orbit is symmetric about the line from the origin to the point of closest approach, the apse. That line bisects the angle between the direction the particle came from, at polar angle \(\pi\), and the direction it leaves in, at polar angle \(\theta\). The apse thus lies at polar angle \((\pi+\theta)/2\), whose sine is \(\cos(\theta/2)\).

At the apse the repulsive force points away from the origin, so the centre of curvature lies beyond the apse, at distance \(r_0+\rho\) from the origin. Its height is \((r_0+\rho)\cos(\theta/2)\), and its height above the incoming asymptote is

\[
(r_0+\rho)\cos\frac{\theta}{2}-p=\rho+\delta ,
\]

where the equality is (1) rearranged. The circle that fits the orbit at the apse has radius \(\rho\). Hence \(\delta\) is the gap between that circle and the incoming asymptote, and a negative \(\delta\) would mean that the circle cuts the line.

Q: Is there a case where the gap vanishes, so that I can see what it measures?

A: Hard spheres. Let the centres be unable to come closer than \(R\), with \(p<R\). The path turns at a point, so \(\rho=0\), and \(r_0=R\). The angle of incidence \(i\), measured from the surface normal, obeys \(\sin i=p/R\), and specular reflection gives \(\theta=\pi-2i\). Therefore \(\cos(\theta/2)=\sin i=p/R\), and (1) returns \(\delta=0\). For a soft potential the path bends over a finite distance, and the circle fitted at the apse need not touch the asymptote.

Q: Then do the Coulomb case. I want to see which length you call \(b\), because a factor of two could hide there.

A: The potential is \(V(r)=C/r\) with \(C>0\); for two bare nuclei \(C=Z_1Z_2e^2/(4\pi\varepsilon_0)\). Define

\[
b=\frac{C}{2E_c},\qquad\text{so that}\qquad \frac{V(r)}{E_c}=\frac{2b}{r}.
\]

In a head-on collision the motion stops where \(V=E_c\), at \(r=2b\). So \(b\) is half the head-on closest approach.

For general \(p\), let \(\mu\) be the reduced mass and \(v\) the initial relative speed, so that \(E_c=\tfrac12\mu v^2\) and the angular momentum is \(L=\mu vp\). The centrifugal energy is \(L^2/(2\mu r^2)=E_cp^2/r^2\). Energy conservation, divided by \(E_c\), reads

\[
\frac{\dot r^2}{v^2}=1-\frac{2b}{r}-\frac{p^2}{r^2}. \tag{2}
\]

At the apse \(\dot r=0\). Multiplying by \(r_0^2\) gives

\[
r_0^2-2br_0-p^2=0,\qquad r_0=b+s,\qquad s=\sqrt{p^2+b^2}. \tag{3}
\]

The other root, \(b-s\), is negative for \(p>0\) and is discarded. At \(p=0\), (3) gives \(r_0=2b\), as it must.

Q: And the curvature? You have not solved for the orbit yet.

A: The orbit is not needed. At the apse the velocity is perpendicular to the radius, so the whole force is normal to the path and supplies the centripetal acceleration. With \(v_0\) the relative speed there,

\[
\frac{\mu v_0^2}{\rho}=-V'(r_0),\qquad \mu v_0^2=2\,[E_c-V(r_0)] .
\]

For the Coulomb potential \(-V'(r_0)=2bE_c/r_0^2\), and so

\[
\rho=\frac{2E_c(1-2b/r_0)}{2bE_c/r_0^2}
=\frac{r_0(r_0-2b)}{b}=\frac{p^2}{b}. \tag{4}
\]

The last step uses (3) in the form \(r_0(r_0-2b)=p^2\).

Q: The angle must come from somewhere independent of (1), or the argument is circular.

A: It comes from the orbit integral. Angular momentum conservation gives \(\dot\varphi=vp/r^2\) for the magnitude of the angular velocity. On the way out \(\dot r\) is the positive root of (2), so the angle swept from the apse to infinity is

\[
\Phi=\int_{r_0}^{\infty}\frac{p\,dr}{r^2\sqrt{1-2b/r-p^2/r^2}}
=\int_0^{1/r_0}\frac{p\,du}{\sqrt{1-2bu-p^2u^2}},
\]

with \(u=1/r\); the minus sign in \(du=-dr/r^2\) is absorbed by exchanging the limits. By symmetry the full swept angle is \(2\Phi\). It runs from polar angle \(\pi\) down to \(\theta\), hence \(\theta=\pi-2\Phi\).

Now complete the square:

\[
p^2(1-2bu-p^2u^2)=p^2+b^2-(p^2u+b)^2=s^2-(p^2u+b)^2 .
\]

The square root in the integrand is therefore \(\sqrt{s^2-(p^2u+b)^2}\,/p\). Put \(w=(p^2u+b)/s\), with \(dw=p^2du/s\). The lower limit is \(w=b/s\). At the upper limit (3) gives \(p^2/r_0=r_0-2b=s-b\), so \(w=1\). Then

\[
\Phi=\int_{b/s}^{1}\frac{dw}{\sqrt{1-w^2}}=\frac{\pi}{2}-\arcsin\frac{b}{s},
\qquad \theta=2\arcsin\frac{b}{s}.
\]

Since \(\theta/2\) lies between 0 and \(\pi/2\), its cosine is positive:

\[
\sin\frac{\theta}{2}=\frac{b}{s},\qquad \cos\frac{\theta}{2}=\frac{p}{s}. \tag{5}
\]

Q: So now everything in (1) is known except \(\delta\).

A: Yes. First combine the two lengths in the denominator:

\[
r_0+\rho=b+s+\frac{p^2}{b}=s+\frac{b^2+p^2}{b}=s+\frac{s^2}{b}.
\]

Solving (1) for \(\delta\) and inserting (4) and (5),

\[
\delta=\frac{p}{s}\left(s+\frac{s^2}{b}\right)-p-\frac{p^2}{b}
=p+\frac{ps}{b}-p-\frac{p^2}{b},
\]

\[
\boxed{\;\delta=\frac{p\left(\sqrt{p^2+b^2}-p\right)}{b}\;} \tag{6}
\]

No approximation has been made within the classical Coulomb problem. At \(p=0\) the definition gives \(\theta=\pi\), \(\rho=0\) and \(\delta=0\), in agreement with (6).

Q: I would trust it more if someone had measured the gap on an actual pair of paths.

A: That was done numerically in two ways. In the first, \(r_0\) was found as a root, \(\rho\) from the force, and \(\theta\) by quadrature of the orbit integral, for nine impact parameters from \(0.02\,b\) to \(20\,b\). The resulting \(\delta\) differed from (6) by at most \(8.4\times10^{-11}\,b\).

In the second, Newton's equations were integrated for both particles from a separation of \(10^6\,b\), with \(p/b=0.3,\ 1,\ 2.5\) and mass ratios \(M_2/M_1=3,\ 0.5,\ 200\) respectively. The curvature circles were built from the velocities and accelerations at closest approach, and their gaps to the two asymptotes were added. The sum agreed with (6) to \(2.5\times10^{-6}\,b\). This also tests the claim that the two particles' shares add up.

Q: How does \(\delta\) behave? The difference of two nearly equal lengths in (6) worries me.

A: Multiply and divide by \(s+p\), and use \(s^2-p^2=b^2\):

\[
\delta=\frac{bp}{s+p}=\frac{b}{1+\sqrt{1+b^2/p^2}}. \tag{7}
\]

The first form has no subtraction, and it is the one to program. In single precision at \(p=10^4\,b\), the term \(b^2/p^2=10^{-8}\) is lost when added to 1, and (6) would return zero where the true value is close to \(b/2\).

The second form shows that \(\delta\) rises steadily with \(p\), because the square root falls. Expanding for small and large \(p\),

\[
\delta\simeq p-\frac{p^2}{b}\quad(p\ll b),\qquad
\delta\simeq\frac b2\left(1-\frac{b^2}{4p^2}\right)\quad(p\gg b).
\]

The quadrature gives \(0.0905\,b\) at \(p=0.1\,b\), \(0.4142\,b\) at \(p=b\), and \(0.4997\,b\) at \(p=20\,b\). Dividing the numerator and denominator of (7) by \(s\) and using (5) gives the same length in terms of the angle,

\[
\delta=\frac{b\cos(\theta/2)}{1+\cos(\theta/2)} .
\]

Q: If \(\delta\) never exceeds \(b/2\) while \(\rho=p^2/b\) grows without limit, surely it can be dropped for distant collisions.

A: It cannot, because a small angle depends on the difference between the cosine and 1. From (1),

\[
1-\cos\frac\theta2=\frac{r_0-p-\delta}{r_0+\rho}. \tag{8}
\]

For \(p\gg b\), \(r_0-p=b+s-p\) tends to \(b\), while \(\delta\) tends to \(b/2\). The correction removes half of the numerator. With it, the right side is \((b/2)/(p^2/b)=b^2/(2p^2)\). The left side is \(\theta^2/8\), so \(\theta=2b/p\), which is the small-angle limit of (5). Without \(\delta\), \(\theta^2\) is doubled: the angle is too large by a factor \(\sqrt2\) and the energy given to the target atom by a factor 2.

Near head-on the error has another form. For \(p\ll b\), (5) gives \(\cos(\theta/2)\simeq p/b\), but (1) with \(\delta=0\) gives \(p/(2b)\), since \(r_0\simeq2b\) and \(\rho\) is of second order in \(p\). The deviation from straight backscattering, \(\pi-\theta\), then comes out half as large as it should.

Q: The codes use a fitted expression for \(\delta\), not (6). Are the two related?

A: The fitted expression is

\[
\delta=\frac{A(r_0-p)}{1+G},\qquad G=\frac{\gamma}{\sqrt{1+A^2}-A},\qquad
A=2\alpha\epsilon\left(\frac pa\right)^{\beta},
\]

where \(\epsilon=a/(2b)\) is the reduced energy, and \(\alpha,\beta,\gamma\) are fitted functions of \(\epsilon\) that tend to 1 at high \(\epsilon\). Setting them to 1 gives \(A=p/b\). Since \((\sqrt{1+A^2}-A)(\sqrt{1+A^2}+A)=1\), it also gives \(G=\sqrt{1+A^2}+A=(s+p)/b\). With the Coulomb value \(r_0=b+s\),

\[
\delta=\frac{p}{b}\,\frac{b+s-p}{1+(s+p)/b}=p\,\frac{b+s-p}{b+s+p}.
\]

This is (6) in disguise, because

\[
(s-p)(b+s+p)=b(s-p)+s^2-p^2=b(s-p)+b^2=b(b+s-p).
\]

The form of the fit thus contains the Coulomb result. With screening, the departure from it enters through the fitted functions and through the changed \(r_0\).

Q: Put in numbers for an ion I might implant.

A: Take a 1 MeV proton entering fcc lead and meeting one Pb atom at \(p=1.0\times10^{-4}\) nm. The CM energy is \(E_c=0.99516\) MeV, and \(e^2/(4\pi\varepsilon_0)=1.43996\) eV nm, so

\[
b=\frac{82\times1.43996}{2\times0.99516\times10^{6}}\ \text{nm}=5.933\times10^{-5}\ \text{nm}.
\]

Then \(s=1.1627\times10^{-4}\) nm, and (3) and (4) give \(r_0=1.7560\times10^{-4}\) nm and \(\rho=1.6856\times10^{-4}\) nm. From (7),

\[
\delta=\frac{5.933\times10^{-5}\times1.0\times10^{-4}}{2.1627\times10^{-4}}\ \text{nm}
=2.743\times10^{-5}\ \text{nm},
\]

or about 27 fm. Had the full head-on distance been used for \(b\), the formula would have given \(4.650\times10^{-5}\) nm. In units of \(10^{-4}\) nm the triangle reads

\[
\cos\frac\theta2=\frac{1.0000+1.6856+0.2743}{1.7560+1.6856}=0.8600,\qquad \theta=61.4^\circ .
\]

The recoil energy is the head-on maximum, 19.26 keV, times \(\sin^2(\theta/2)\), which is 5.01 keV. With \(\delta=0\) the cosine is 0.7803, the angle 77.4° and the recoil energy 7.53 keV, about 50% above the Coulomb value.

Q: Lead has 82 electrons, and you have ignored all of them.

A: For this collision that costs little. The Ziegler-Biersack-Littmark (ZBL) universal potential, itself an averaged fit, multiplies \(C/r\) by a screening function \(\phi(r/a)\), here with \(a=0.01248\) nm. At fixed energy, the ratios of ZBL to Coulomb values are:

| \(p\) (nm) | \(\theta\) ratio | \(\delta\) ratio |
|---|---|---|
| \(10^{-4}\) | 0.995 | 0.971 |
| \(10^{-3}\) | 0.978 | 0.846 |
| \(10^{-2}\) | 0.674 | 0.365 |

In these three cases \(\delta\) departs from its Coulomb value sooner than the angle does. The digits belong to the ZBL fit, not to lead itself: the electrostatic potential of a self-consistent local-density Pb atom screens more strongly and gives \(\theta\) ratios 0.993, 0.962, 0.619 and \(\delta\) ratios 0.961, 0.815, 0.324.

Q: Could I still keep the Coulomb \(\delta\) and use the screened \(r_0\) and \(\rho\)?

A: No. Already at \(p=10^{-4}\) and \(10^{-3}\) nm the mixture gives an angle 0.9% and 8% below the ZBL value, further off than the plain Coulomb angle (0.5% and 2% above), and at large \(p\) it breaks down altogether. At \(p=10^{-2}\) nm that mixture gives \(1-\cos(\theta/2)=-5.3\times10^{-7}\), a cosine above 1, so no angle exists. The full ZBL value is \(+8.0\times10^{-6}\).

Equation (8) shows why. With screening, the apse condition is \(r_0^2-p^2=2b\,\phi(r_0/a)\,r_0\). Dividing by \(r_0+p\), which is close to \(2r_0\) for a weak deflection, gives \(r_0-p\simeq b\,\phi(r_0/a)\). The Coulomb \(\delta\) is close to \(b/2\) there. Once \(\phi\) falls below about one half, the numerator of (8) turns negative. A screened collision needs its own \(\delta\).

Q: What else does the model leave out, and is this collision typical of real proton implantation?

A: It is not typical, because the impact parameter is unusually small. With a rough lattice constant of 0.495 nm and randomly placed atoms, the mean path between encounters within \(10^{-4}\) nm is about 1 mm. The range of such a proton in lead is very roughly 10 µm, so about one proton in a hundred has such an encounter. Most collisions are far more distant, and there the neglect of screening fails: at \(10^{-2}\) nm screening already lowers \(\delta\) by about two thirds and \(\theta\) by a third or somewhat more relative to the Coulomb values (63% and 33% for ZBL, 68% and 38% for the local-density atom).

For the close collision itself, relativity changes \(b\) by 0.05% if \(b\) is taken as \(C\) divided by the product of the proton's momentum and speed. The relativistic orbit equation also gains a term in \(V^2\) of the same order, which acts on \(\theta\) in the opposite sense; for a spinless particle and a fixed centre the two together change \(\delta\) by about 0.03% and \(\theta\) by well under 0.01°. The nuclear radii add up to roughly \(8\times10^{-6}\) nm, some twenty times less than \(r_0\). A single free electron at rest could take at most 2.2 keV from the proton, 0.2% of its energy. That limit does not cover tightly bound inner electrons: removing one from the K shell of lead costs more than 80 keV, and such events are left out of the estimates here. At 300 K, with a rough Debye temperature of 100 K, a Pb atom is displaced by about 0.015 nm rms along each axis, some 150 times \(p\). This affects which \(p\) occurs, not \(\delta\) at a given \(p\). A code that draws \(p\) at random over an area does not need the atom's position to that precision.

Q: And quantum mechanics? Your impact parameter is a tenth of a picometre.

A: For this collision at a given \(p\), this is the largest of the effects estimated here. Let \(k\) be the relative wave number. A packet of transverse width \(\sigma\) has an angular spread of at least \(1/(2k\sigma)\), and its spread in \(p\) adds \(\sigma\,|d\theta/dp|\). Treating the two as independent and linearising \(\theta(p)\),

\[
(\Delta\theta)^2=\left(\sigma\left|\frac{d\theta}{dp}\right|\right)^2+\frac{1}{4k^2\sigma^2}
\ \ge\ \frac1k\left|\frac{d\theta}{dp}\right|=\frac{2b}{k\,(p^2+b^2)} .
\]

The inequality is \(x^2+y^2\ge2xy\), and the derivative follows from \(\theta=2\arctan(b/p)\). With \(kb=12.96\) this linear estimate puts the least spread of such a packet at 0.20 rad, or 11.5°, against a shift of 0.3° to 0.4° from screening, depending on the potential used. So 61.4° is the angle of a classical path, and a packet whose position and direction are uncorrelated cannot reproduce it to that precision. A suitably diverging packet, in which the two are correlated, can leave with a smaller spread, because \(\theta\) falls as \(p\) rises. Making that spread very small, however, requires a wide range of incoming directions. The estimate concerns one path; it does not say how far the distribution of angles over many protons, which a Monte Carlo run samples, departs from the classical one.

The numerical output below lists the computed values.

## Values computed for the example and the checks

```
largest |delta error|, quadrature: 8.4e-11 b
largest |delta error|, two-body orbits: 2.5e-06 b
head-on closest approach: 2.000000 b
p = 0.1 b: delta by quadrature = 0.09050 b
p = 1.0 b: delta by quadrature = 0.41421 b
p = 3.0 b: delta by quadrature = 0.48683 b
p = 20.0 b: delta by quadrature = 0.49969 b
proton energy (lab): 1.000 MeV
centre-of-mass energy: 0.99516 MeV
e^2/(4 pi eps0): 1.43996 eV nm
impact parameter p: 1.000e-04 nm
b: 5.9326e-05 nm
sqrt(p^2+b^2): 1.1627e-04 nm
closest approach r0: 1.7560e-04 nm
curvature sum rho: 1.6856e-04 nm
correction length delta: 2.7431e-05 nm
delta if 2b is wrongly used for b: 4.6499e-05 nm
cos(theta/2): 0.86004
theta: 61.36 deg
cos(theta/2) with delta = 0: 0.78034
theta with delta = 0: 77.42 deg
largest possible recoil energy: 19.258 keV
recoil energy: 5.013 keV
recoil energy with delta = 0: 7.531 keV
ZBL screening length a: 0.01248 nm
p = 1e-04 nm:
  theta Coulomb 61.3575 deg, ZBL 61.0564 deg
  delta Coulomb 2.7431e-05 nm, ZBL 2.6634e-05 nm
  ZBL/Coulomb: theta 0.9951, delta 0.9710
  1-cos(theta/2), ZBL r0 and rho, Coulomb delta: 1.363e-01
  1-cos(theta/2), full ZBL: 1.386e-01
p = 1e-03 nm:
  theta Coulomb 6.7902 deg, ZBL 6.6383 deg
  delta Coulomb 2.9637e-05 nm, ZBL 2.5062e-05 nm
  ZBL/Coulomb: theta 0.9776, delta 0.8456
  1-cos(theta/2), ZBL r0 and rho, Coulomb delta: 1.424e-03
  1-cos(theta/2), full ZBL: 1.678e-03
p = 1e-02 nm:
  theta Coulomb 0.6798 deg, ZBL 0.4580 deg
  delta Coulomb 2.9663e-05 nm, ZBL 1.0835e-05 nm
  ZBL/Coulomb: theta 0.6737, delta 0.3653
  1-cos(theta/2), ZBL r0 and rho, Coulomb delta: -5.295e-07
  1-cos(theta/2), full ZBL: 7.986e-06
relativistic change of b: 0.053 %
Sommerfeld parameter k*b: 12.96
least quantum spread of theta: 11.5 deg
sum of nuclear radii (rough): 8.3e-06 nm
largest loss to a free electron: 2.18 keV
Pb Debye temperature (rough input): 100 K
Pb lattice constant (rough input): 0.495 nm
Pb rms displacement per axis at 300 K: 0.015 nm
mean path between hits within p: 965 um
```
